# Charge Pumping: Extracting Trap Density and Mean Cross-Section from Frequency Sweeps: test program

```python
"""Charge pumping in an n-channel MOS transistor.

Result under test: I = q f A D dE, with
  dE = -2 kT [ ln(v ni sigma sqrt(tau_f tau_r)) + gamma ],
  sigma = sqrt(sigma_n sigma_p), gamma = Euler's constant,
  tau = L/r, r = 2 uF/(a t), L = 2 [ln(r/(v ni sigma)) - gamma].
D: trap density per area and energy; f: pulse frequency; A: gate area;
t: edge time; a: fraction of the edge spent between threshold and flat band;
uF = ln(NA/ni); u = (EF-Ei)/kT at the surface, linear in time on that part
of the edge and pinned at +uF or -uF outside it.
Reference data: the trap rate equation integrated over one full pulse
for every trap energy, without use of the window formula.
Units: cm, s, eV, A.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import least_squares

q = constants.e
T = 300.0
kT = constants.k * T / q                 # eV
gamma = np.euler_gamma
ni, NA, v = 1e10, 1e17, 1e7              # cm^-3, cm^-3, cm/s
area, D_true = 1e-6, 1e11                # cm^2, cm^-2 eV^-1
sigma_n, sigma_p = 4e-16, 1e-16          # cm^2
sigma_true = np.sqrt(sigma_n * sigma_p)
a = 0.4
half_gap = 0.55                          # eV
uF = np.log(NA / ni)

eps = np.linspace(-half_gap / kT, half_gap / kT, 849)
d_eps = eps[1] - eps[0]
mid = len(eps) // 2


def pump_cycle(t_rise, t_fall, period, sn=sigma_n, sp=sigma_p, steps=600):
    """Net channel electrons and substrate holes captured per trap and cycle."""
    kn, kp = v * ni * sn, v * ni * sp
    en, ep = kn * np.exp(eps), kp * np.exp(-eps)
    plateau = (period - a * (t_rise + t_fall)) / 2
    down = uF - 2 * uF * (np.arange(steps) + 0.5) / steps
    schedule = [(u, a * t_fall / steps) for u in down]
    schedule.append((-uF, plateau))
    schedule += [(-u, a * t_rise / steps) for u in down]
    schedule.append((uF, plateau))
    occ = 1 / (1 + np.exp(eps - uF))
    electrons, holes = np.zeros_like(eps), np.zeros_like(eps)
    for u, dt in schedule:
        cn, cp = kn * np.exp(u), kp * np.exp(-u)
        total = cn + cp + en + ep
        target = (cn + ep) / total
        relaxed = -np.expm1(-total * dt)
        occ_time = target * dt + (occ - target) * relaxed / total
        electrons += cn * dt - (cn + en) * occ_time
        holes += (cp + ep) * occ_time - ep * dt
        occ = occ + (target - occ) * relaxed
    return electrons, holes


def window_numeric(*args, **kwargs):
    """Pumped energy window in units of kT from the rate equation."""
    return d_eps * pump_cycle(*args, **kwargs)[0].sum()


def travel(t_edge, sigma):
    """Mean change of u between last capture and first opposite capture."""
    rate = 2 * uF / (a * t_edge)
    return 2 * (np.log(rate / (v * ni * sigma)) - gamma)


def emission_time(t_edge, sigma):
    return travel(t_edge, sigma) * a * t_edge / (2 * uF)


def window_formula(t_rise, t_fall, sigma):
    tau = np.sqrt(emission_time(t_rise, sigma) * emission_time(t_fall, sigma))
    return -2 * (np.log(v * ni * sigma * tau) + gamma)


# Energy integral of the survival probability, and mean log of an
# exponential variable, both by quadrature
x = 1e-3
above = quad(lambda e: np.exp(-x * np.exp(e)), 0, 15, limit=200)[0]
below = quad(lambda e: np.expm1(-x * np.exp(e)), -40, 0, limit=200)[0]
assert abs(above + below - (-np.log(x) - gamma)) < 1e-6
# substitution x = exp(s) removes the logarithmic singularity
mean_log = quad(lambda s: s * np.exp(s - np.exp(s)), -40, 5, limit=200)[0]
mean_sq = quad(lambda s: s * s * np.exp(s - np.exp(s)), -40, 5, limit=200)[0]
assert abs(mean_log + gamma) < 1e-7
assert abs(mean_sq - mean_log**2 - np.pi**2 / 6) < 1e-6

# Charge balance and convergence in the time step
el, ho = pump_cycle(5e-5, 5e-5, 1e-4)
assert np.max(np.abs(el - ho)) < 1e-5
w_coarse = d_eps * el.sum()
w_fine = window_numeric(5e-5, 5e-5, 1e-4, steps=1200)
assert abs(w_coarse - w_fine) < 2e-3

# Upper and lower edge separately, with unequal edge times
tr_u, tf_u = 5e-6, 5e-5
el_u = pump_cycle(tr_u, tf_u, 1e-4)[0]
upper_num = d_eps * (el_u[mid + 1:].sum() + 0.5 * el_u[mid])
lower_num = -d_eps * (el_u[:mid].sum() + 0.5 * el_u[mid])
upper_for = -np.log(v * ni * sigma_n * emission_time(tf_u, sigma_true)) - gamma
lower_for = np.log(v * ni * sigma_p * emission_time(tr_u, sigma_true)) + gamma
assert abs(upper_num - upper_for) < 0.03
assert abs(lower_num - lower_for) < 0.03

# Only the product of the cross-sections matters
w_other = window_numeric(5e-5, 5e-5, 1e-4, sn=8e-16, sp=5e-17)
assert abs(w_other - w_coarse) < 0.01

# Triangular sweep
freq = np.logspace(3, 5, 9)
edge = 1 / (2 * freq)
w_num = np.array([window_numeric(t, t, 2 * t) for t in edge])
w_for = window_formula(edge, edge, sigma_true)
current = q * freq * area * D_true * kT * w_num
worst = np.max(np.abs(w_num - w_for))
assert worst < 0.03
assert np.all(np.diff(w_num) > 0)

# Fixed-edge sweep: current proportional to frequency
t_fix = 5e-6
freq_fix = np.array([5e3, 1e4, 2e4, 4e4, 8e4])
w_fix = np.array([window_numeric(t_fix, t_fix, 1 / f) for f in freq_fix])
current_fix = q * freq_fix * area * D_true * kT * w_fix
per_cycle = current_fix / (q * freq_fix)
spread = np.ptp(per_cycle) / per_cycle.mean()
assert spread < 1e-3

# Straight-line extraction: emission time taken as a*t
density = current / (q * area * freq)    # pumped electrons per cm^2 and cycle
slope, intercept = np.polyfit(np.log(freq), density, 1)
D_line = slope / (2 * kT)
sigma_line = 2 / a * np.exp(-intercept / slope - gamma) / (v * ni)
sigma_line_no_gamma = sigma_line * np.exp(gamma)
t_mid = edge[4]
L_mid = travel(t_mid, sigma_true)
X_mid = w_for[4] / 2
D_ratio_pred = 1 - 2 / L_mid
log_ratio_pred = (-X_mid * (2 / L_mid) / (1 - 2 / L_mid)
                  + np.log(L_mid / (2 * uF)))
assert abs(D_line / D_true - D_ratio_pred) < 0.01
assert abs(np.log(sigma_line / sigma_true) - log_ratio_pred) < 0.08


# Self-consistent extraction, started from the straight-line values
def residual(p):
    model = D_line * np.exp(p[0]) * kT * window_formula(
        edge, edge, sigma_line * np.exp(p[1]))
    return model / density - 1


fit = least_squares(residual, [0.0, 0.0], xtol=1e-12, ftol=1e-12, gtol=1e-12)
D_fit = D_line * np.exp(fit.x[0])
sigma_fit = sigma_line * np.exp(fit.x[1])
assert abs(D_fit / D_true - 1) < 0.01
assert abs(sigma_fit / sigma_true - 1) < 0.05

print(f"kT = {kT:.6f} eV at T = {T:.0f} K; uF = {uF:.3f}")
print(f"ni = {ni:.1e} cm^-3, NA = {NA:.1e} cm^-3, v = {v:.1e} cm/s")
print(f"area = {area:.1e} cm^2, a = {a:.2f}, half gap = {half_gap:.2f} eV")
print(f"input D = {D_true:.3e} cm^-2 eV^-1")
print(f"input sigma_n = {sigma_n:.1e}, sigma_p = {sigma_p:.1e} cm^2")
print(f"input geometric mean sigma = {sigma_true:.3e} cm^2")
print(f"Euler constant = {gamma:.5f}, exp(gamma) = {np.exp(gamma):.4f}")
print("Triangular sweep: f/kHz, I/pA, window/kT numeric, formula")
for f, i, wn, wf in zip(freq, current, w_num, w_for):
    print(f"  {f/1e3:8.3f} {i*1e12:9.3f} {wn:9.4f} {wf:9.4f}")
print(f"largest window deviation = {worst:.4f} kT")
print(f"window at 1 kHz = {w_num[0]*kT:.4f} eV")
print(f"window at 100 kHz = {w_num[-1]*kT:.4f} eV")
print("Fixed 5 us edges: f/kHz, I/pA, electrons per cycle")
for f, i, n in zip(freq_fix, current_fix, per_cycle):
    print(f"  {f/1e3:8.3f} {i*1e12:9.3f} {n:10.2f}")
print(f"relative spread of charge per cycle = {spread:.1e}")
print(f"Unequal edges: t_r = {tr_u*1e6:.0f} us, t_f = {tf_u*1e6:.0f} us")
print(f"  upper edge: numeric {upper_num:.4f}, formula {upper_for:.4f} kT")
print(f"  lower edge: numeric {lower_num:.4f}, formula {lower_for:.4f} kT")
print("Same product, sigma_n = 8e-16, sigma_p = 5e-17 cm^2, 10 kHz:")
print(f"  window {w_other:.4f} kT against {w_coarse:.4f} kT")
print(f"Mid-sweep, 10 kHz: edge time = {t_mid*1e6:.1f} us")
print(f"  passage time a*t = {a*t_mid*1e6:.2f} us")
print(f"  emission time tau = {emission_time(t_mid, sigma_true)*1e6:.3f} us")
print(f"  L = {L_mid:.3f}, X = {X_mid:.4f}")
print(f"Line fit: slope = {slope:.4e} cm^-2 per unit ln f")
print(f"  intercept (f in Hz) = {intercept:.4e} cm^-2")
print(f"  D = {D_line:.4e} cm^-2 eV^-1")
print(f"  D/input = {D_line/D_true:.4f}, predicted {D_ratio_pred:.4f}")
print(f"  sigma = {sigma_line:.3e} cm^2 with gamma")
print(f"  sigma/input = {sigma_line/sigma_true:.4f}, "
      f"predicted {np.exp(log_ratio_pred):.4f}")
print(f"  sigma = {sigma_line_no_gamma:.3e} cm^2 without gamma")
print(f"Self-consistent fit: D = {D_fit:.4e} cm^-2 eV^-1")
print(f"  sigma = {sigma_fit:.4e} cm^2")
print(f"  D/input = {D_fit/D_true:.5f}, sigma/input = "
      f"{sigma_fit/sigma_true:.4f}")
print("no test failed")
```

Printed output:

```
kT = 0.025852 eV at T = 300 K; uF = 16.118
ni = 1.0e+10 cm^-3, NA = 1.0e+17 cm^-3, v = 1.0e+07 cm/s
area = 1.0e-06 cm^2, a = 0.40, half gap = 0.55 eV
input D = 1.000e+11 cm^-2 eV^-1
input sigma_n = 4.0e-16, sigma_p = 1.0e-16 cm^2
input geometric mean sigma = 2.000e-16 cm^2
Euler constant = 0.57722, exp(gamma) = 1.7811
Triangular sweep: f/kHz, I/pA, window/kT numeric, formula
     1.000     4.639   11.2005   11.1878
     1.778     8.999   12.2178   12.2068
     3.162    17.347   13.2437   13.2340
     5.623    33.254   14.2770   14.2684
    10.000    63.442   15.3170   15.3093
    17.783   120.521   16.3629   16.3560
    31.623   228.089   17.4141   17.4079
    56.234   430.203   18.4701   18.4645
   100.000   808.941   19.5305   19.5254
largest window deviation = 0.0127 kT
window at 1 kHz = 0.2896 eV
window at 100 kHz = 0.5049 eV
Fixed 5 us edges: f/kHz, I/pA, electrons per cycle
     5.000    40.447   50490.15
    10.000    80.894   50490.15
    20.000   161.788   50490.15
    40.000   323.577   50490.15
    80.000   647.153   50490.15
relative spread of charge per cycle = 6.8e-12
Unequal edges: t_r = 5 us, t_f = 50 us
  upper edge: numeric 6.9659, formula 6.9615 kT
  lower edge: numeric -10.4579, formula -10.4558 kT
Same product, sigma_n = 8e-16, sigma_p = 5e-17 cm^2, 10 kHz:
  window 15.3170 kT against 15.3170 kT
Mid-sweep, 10 kHz: edge time = 50.0 us
  passage time a*t = 20.00 us
  emission time tau = 13.302 us
  L = 21.440, X = 7.6547
Line fit: slope = 4.6783e+09 cm^-2 per unit ln f
  intercept (f in Hz) = -3.4397e+09 cm^-2
  D = 9.0483e+10 cm^-2 eV^-1
  D/input = 0.9048, predicted 0.9067
  sigma = 5.856e-17 cm^2 with gamma
  sigma/input = 0.2928, predicted 0.3026
  sigma = 1.043e-16 cm^2 without gamma
Self-consistent fit: D = 9.9892e+10 cm^-2 eV^-1
  sigma = 1.9729e-16 cm^2
  D/input = 0.99892, sigma/input = 0.9864
no test failed
```
